# Roughness-limited mobility of isotropic carriers with two in-plane correlation lengths

When an interface is smoother along one in-plane direction than along the other, an isotropic effective mass no longer guarantees an isotropic mobility. The obvious repair is to give each direction of motion \(\theta\) its own relaxation rate, weighted by one minus the cosine of the scattering angle. For long correlation lengths and a constant coupling this repair predicts the larger mobility along the wrong axis. The fault is not in the scattering probability but in the treatment of the electrons that are scattered in, and the Boltzmann equation has to be solved with them included.

Take one subband with energy \(E=k^2/2m\), isotropic mass \(m\) and valley degeneracy \(g_v\). Algebra is in atomic units. The interface height \(h(x,y)\) has zero mean and correlation

\[
\langle h(\mathbf r_0)h(\mathbf r_0+\mathbf r)\rangle=\Delta^2e^{-x^2/L_x^2-y^2/L_y^2}.
\]

Its Fourier transform is a product of two Gaussian integrals, \(\int e^{-x^2/L^2-iqx}dx=\sqrt\pi\,L\,e^{-q^2L^2/4}\), so

\[
S(\mathbf q)=\pi\Delta^2L_xL_y\,e^{-(q_x^2L_x^2+q_y^2L_y^2)/4}.
\]

Let \(V(q)\) be the energy per unit height felt by the carrier; it depends on the size of \(\mathbf q\) alone. The golden rule gives the rate \(2\pi V^2S\,\delta(E-E')\) per unit area. Summing over final states with \(d^2k'/4\pi^2=m\,dE'd\theta'/4\pi^2\) leaves

\[
\frac1{\tau_{\rm out}(\theta)}=\int_0^{2\pi}\frac{d\theta'}{2\pi}\,w(\theta,\theta'),\qquad w=mV(q)^2S(\mathbf q),\quad \mathbf q=\mathbf k'-\mathbf k .
\]

Scattering is elastic and treated in Born approximation. For a weak constant force \(\mathbf G\), write \(f=f_0+(-f_0')\,\mathbf G\cdot\boldsymbol\Lambda(\theta)\), where \(f_0'=df_0/dE\). The exclusion factors cancel, since \(f(1-f')-f'(1-f)=f-f'\), with the prime here marking the final state. The drift term is \(\mathbf G\cdot\mathbf v f_0'\), and equating it to the net gain by collisions gives

\[
\int\frac{d\theta'}{2\pi}\,w(\theta,\theta')\,[\boldsymbol\Lambda(\theta)-\boldsymbol\Lambda(\theta')]=\mathbf v(\theta).
\]

The vector \(\boldsymbol\Lambda\) is a mean free path. Define \(\tau_i=2\langle v_i\Lambda_i\rangle/v^2\), the brackets being an average over \(\theta\). Then \(\langle v_i\Lambda_i\rangle=v^2\tau_i/2=E\tau_i/m\). The density is \((g_vm/\pi)\int f_0\,dE\), and the sum of \(v_i\) over states carries the same prefactor. Drift velocity per unit force is therefore

\[
\mu_i=\frac1m\,\frac{\int_0^\infty E(-f_0')\,\tau_i(E)\,dE}{\int_0^\infty f_0\,dE}.
\]

Reflection in the \(x\) axis leaves \(w\) unchanged, so \(\Lambda_x\) is even in \(\theta\) while \(v_y\) is odd, and \(\mu_{xy}=0\).

To find \(\tau_i\), use the scattering angle \(\alpha=\theta'-\theta\) and the mean angle \(\varphi=(\theta+\theta')/2\). With \(s=\sin(\alpha/2)\),

\[
\mathbf q=2ks\,(-\sin\varphi,\cos\varphi).
\]

The exponent of \(S\) becomes \(-k^2s^2(L_x^2\sin^2\varphi+L_y^2\cos^2\varphi)\). Replacing the squares by \((1\mp\cos2\varphi)/2\) turns it into \(-s^2(A+B\cos2\varphi)\), where

\[
A=\frac{k^2(L_x^2+L_y^2)}2,\qquad B=\frac{k^2(L_y^2-L_x^2)}2 .
\]

The term in \(B\) depends on the mean angle, so \(\cos\theta\) is no longer an eigenfunction of the collision operator. Inversion symmetry still separates odd from even harmonics. For the \(x\) direction put \(\Lambda_x=v\sum_n a_n\cos n\theta\) with \(n\) odd. Because \(w\) is symmetric, the matrix element of the collision operator between functions \(u\) and \(p\) is \(\tfrac12\langle w\,[u(\theta)-u(\theta')][p(\theta)-p(\theta')]\rangle\), averaged over both angles. Here

\[
\cos n\theta-\cos n\theta'=2\sin n\varphi\,\sin\frac{n\alpha}2,\qquad
\sin n\theta-\sin n\theta'=-2\cos n\varphi\,\sin\frac{n\alpha}2 .
\]

The product of two such differences contains \(2\sin n\varphi\sin n'\varphi=\cos(n-n')\varphi-\cos(n+n')\varphi\) for \(x\), and the same with a plus sign for \(y\). The average over \(\varphi\) follows from \(\langle e^{-z\cos2\varphi}\cos2p\varphi\rangle=(-1)^pI_p(z)\), with \(I_p\) the modified Bessel function. Thus

\[
\begin{aligned}
C^{x,y}_{nn'}=\int_0^{2\pi}\frac{d\alpha}{2\pi}\,w_0e^{-As^2}&\sin\frac{n\alpha}2\sin\frac{n'\alpha}2\Big[(-1)^{\frac{n-n'}2}I_{\frac{|n-n'|}2}(Bs^2)\\
&\mp(-1)^{\frac{n+n'}2}I_{\frac{n+n'}2}(Bs^2)\Big],
\end{aligned}
\]

with \(w_0=m\pi\Delta^2L_xL_yV(2ks)^2\) and the upper sign for \(x\). Projecting \(v\cos\theta\) on \(\cos n\theta\) gives \(\sum_{n'}C^x_{nn'}a_{n'}=\tfrac12\delta_{n1}\). Since \(\tau_x=2\langle\cos\theta\,\Lambda_x\rangle/v=a_1\), and likewise for \(y\) with sines,

\[
\boxed{\tau_i(E)=\tfrac12\,[(C^i)^{-1}]_{11}}
\]

This is the full solution within the stated model. A closed approximation keeps the first harmonic alone, \(1/\tau_i^{(1)}=2C^i_{11}\):

\[
\frac1{\tau^{(1)}_{x,y}}=m\pi\Delta^2L_xL_y\int_0^{2\pi}\frac{d\alpha}{2\pi}V(2ks)^2\,2s^2e^{-As^2}\left[I_0(Bs^2)\pm I_1(Bs^2)\right].
\]

For \(L_y>L_x\), \(B\) and \(I_1\) are positive, so this rate is larger along \(x\). A carrier moving along \(x\) loses momentum through \(q_x\), and the shorter correlation length supplies more roughness at large \(q_x\).

The quality of the approximation follows from eliminating the higher harmonics. Let \(\mathbf c\) be the column coupling the first harmonic to the others and \(M\) the matrix among the others. Block inversion gives

\[
\tau_i=\frac1{2\,(C^i_{11}-\mathbf c^{T}M^{-1}\mathbf c)} .
\]

The quadratic form of the collision operator is an average of squares with positive weight, so \(M\) is positive and the subtracted term cannot be negative. Hence \(\tau_i\ge\tau_i^{(1)}\) at each energy, and the closed formula never overestimates the mobility of this model. The coupling to the third harmonic starts with \(I_1(Bs^2)\), which is of order \(B\), and those beyond start at higher order. The error is therefore of order \(B^2\).

For \(kL_x,kL_y\ll1\) and constant \(V\), expand to first order, using \(I_1(z)\simeq z/2\), \(\langle s^2\rangle=1/2\) and \(\langle s^4\rangle=3/8\) over \(\alpha\). In units of \(w_0\), the rates are \(1-3A/4\pm3B/8\), and

\[
\frac{\tau_y}{\tau_x}\simeq1+\frac{3B}4=1+\frac{3k^2(L_y^2-L_x^2)}8 .
\]

Slow carriers do not resolve the shape of the correlation, and the anisotropy fades as \(k^2\).

In the opposite limit, \(kL_x,kL_y\gg1\) with constant \(V\), each collision turns the carrier by a small angle. With \(s\simeq\alpha/2\) the kernel is \(w_0e^{-g\alpha^2/4}\), where \(g(\theta)=k^2(L_x^2\sin^2\theta+L_y^2\cos^2\theta)\). The direction then diffuses with coefficient

\[
D(\theta)=\frac12\int\frac{d\alpha}{2\pi}\,\alpha^2w_0e^{-g\alpha^2/4}=\frac{w_0}{\sqrt\pi}\,g^{-3/2},
\]

by \(\int\alpha^2e^{-a\alpha^2}d\alpha=\sqrt\pi/2a^{3/2}\). The Boltzmann equation becomes \(-(D\Lambda_x')'=v\cos\theta\). One integration gives \(D\Lambda_x'=-v\sin\theta\); the constant vanishes because \(\Lambda_x'\) is odd. Integrating \(\langle\cos\theta\,\Lambda_x\rangle\) by parts then yields

\[
\tau_x=2\left\langle\frac{\sin^2\theta}{D}\right\rangle,\qquad
\tau_y=2\left\langle\frac{\cos^2\theta}{D}\right\rangle .
\]

The weight \(\sin^2\theta\) for transport along \(x\) has a plain meaning: to reverse its \(x\) velocity, a carrier must diffuse through the directions near \(\pm y\), and a slow passage there keeps the current alive. For \(L_y=2L_x\) the ratio \(\tau_y/\tau_x\) is 2.42. The one-harmonic formula gives 2.84, because both of its times are too short but by different fractions.

The directional shortcut can now be judged. It sets \(1/\tau_s(\theta)=\int(d\theta'/2\pi)\,w(1-\cos\alpha)\) and \(\tau_x=2\langle\cos^2\theta\,\tau_s\rangle\). For small angles \(1-\cos\alpha\simeq\alpha^2/2\), so \(\tau_s=1/D\), and the shortcut returns \(2\langle\cos^2\theta/D\rangle\) for \(x\), which is the correct \(\tau_y\). The axes are exchanged, and for \(L_y=2L_x\) the ratio comes out as 0.41. At small \(kL\) the sign is right but the size is not. There \(\cos2\varphi=\cos(2\theta+\alpha)\), and \(\langle2s^4\cos\alpha\rangle=2\langle s^4\rangle-4\langle s^6\rangle=-1/2\), with \(\langle s^6\rangle=5/16\). The shortcut rate is \(1-3A/4+(B/2)\cos2\theta\), which leads to \(\tau_y/\tau_x\simeq1+B/2\) instead of \(1+3B/4\).

A third limit is an interface of parallel grooves, \(L_y\to\infty\) at fixed \(L_x\). Since \(\int e^{-q_y^2L_y^2/4}dq_y=2\sqrt\pi/L_y\), the spectrum tends to \(2\pi^{3/2}\Delta^2L_x\,e^{-q_x^2L_x^2/4}\,\delta(q_y)\). Collisions conserve \(k_y\) and can only reverse \(k_x\). Nothing then relaxes the current along \(y\), and \(\mu_y\) grows without limit. Along \(x\) the reversals still limit the current at each energy, but they need \(q_x\) up to \(2k\), and for a Gaussian spectrum their time grows as \(e^{k^2L_x^2}\). The thermal average \(\mu_x\) therefore stays finite only for \(2mk_BTL_x^2<1\), which holds in the example below.

It remains to find \(V(q)\). Let the carrier be confined by a hard wall and a potential \(U(z)\). Moving the wall by \(h\) is, in coordinates fixed to the wall, the replacement of \(U(z)\) by \(U(z+h)\), so the level rises by \(h\langle U'\rangle\). For roughness of small slope this holds locally. An electron at \(z\) feels the depletion charge and the electrons beyond it; averaged over the layer, the latter count half:

\[
F=\langle U'\rangle=\frac{4\pi}{\varepsilon_s}\left(N_d+\frac n2\right).
\]

The layer screens this perturbation, so \(V=F/[1+(2\pi/\kappa q)\,\Pi H]\), with \(\kappa=(\varepsilon_s+\varepsilon_{ox})/2\). The static polarization is, after the two occupation terms are made equal by relabelling \(\mathbf k\),

\[
\Pi(q)=4g_v\,\mathrm P\!\!\int\frac{d^2k}{4\pi^2}\,\frac{2m\,f_0}{q^2+2kq\cos\phi} .
\]

The principal-value integral over \(\phi\) is \(2\pi/(q\sqrt{q^2-4k^2})\) for \(2k<q\) and zero otherwise. Setting \(k=\tfrac q2\sin u\) gives

\[
\Pi(q)=\frac{g_vm}\pi\int_0^{\pi/2}\sin u\;f_0\!\left(k=\tfrac q2\sin u\right)du .
\]

The factor \(H\) accounts for the thickness of the layer. With the Fang–Howard density \(\rho=\tfrac12b^3z^2e^{-bz}\), the energy in a uniform field is \(b^2/8m_z+3F/b\), with \(m_z\) the mass normal to the interface, and its minimum is at \(b^3=12m_zF\). The Coulomb interaction contains \(e^{-q|z-z'|}\) and an image term \(r\,e^{-q(z+z')}\), with \(r=(\varepsilon_s-\varepsilon_{ox})/(\varepsilon_s+\varepsilon_{ox})\). Averaging both over \(\rho(z)\rho(z')\) gives

\[
H=\frac\kappa{\varepsilon_s}\left[\frac{b(8b^2+9bq+3q^2)}{8(b+q)^3}+r\,\frac{b^6}{(b+q)^6}\right].
\]

For the first term, put \(z=z'+t\) and double the region \(t>0\). Integration over \(z'\), then over \(t\) with \(p=b+q\), gives \(3b/8p+3b^2/8p^2+b^3/4p^3\), which is the fraction shown.

As an example take electrons in a silicon (100) inversion layer under oxide at 300 K, with \(m=0.19\), \(m_z=0.916\), \(g_v=2\), \(n=8\times10^{12}\) cm\(^{-2}\) and \(N_d=2.5\times10^{12}\) cm\(^{-2}\). The roughness has \(\Delta=0.4\) nm, \(L_x=1.5\) nm and \(L_y=3\) nm. The charge entering \(F\) is \(2.5+8/2=6.5\) in units of \(10^{12}\) cm\(^{-2}\), which gives \(F=1.0\) MV/cm. At the chemical potential, 0.046 eV above the subband edge, \(k=0.481\) nm\(^{-1}\), so \(A=0.2316\times(2.25+9)/2=1.30\) and \(B=0.2316\times(9-2.25)/2=0.78\). Neither limit of \(kL\) applies.

At this energy the full solution gives \(\tau_x=0.069\) ps and \(\tau_y=0.125\) ps, a ratio of 1.81. The closed formula is lower by 1.6 % and 1.2 %. The shortcut gives 0.076 and 0.114 ps, a ratio of 1.50. After the energy average,

\[
\mu_x\approx730\ \mathrm{cm^2/Vs},\qquad \mu_y\approx1900\ \mathrm{cm^2/Vs},
\]

or \(1.71\times10^4\) and \(4.48\times10^4\) atomic units. A direct solution on a grid of angles, summed over \(k\) space, gives the same two mobilities to the printed digits. The closed formula gives 720 and 1877 cm\(^2\)/Vs, within 2 % of the full solution.

The mobility ratio, 2.6, also exceeds the 2.42 of the small-angle limit. That limit is no upper bound, even for constant \(V\): with \(L_y=2L_x\) the ratio at a single energy exceeds 3 for \(kL_x\) between 1.5 and 2, and then falls towards 2.42. Screening adds to the contrast at small angles. It makes \(V\) proportional to \(q\) at small \(q\); the integral for \(D\) then carries \(\alpha^4\) in place of \(\alpha^2\), and \(D\) varies as \(g^{-5/2}\), with a stronger contrast between directions. Without screening the example gives 318 and 748 cm\(^2\)/Vs, a ratio of 2.36.

With \(L_x\), \(\Delta\) and the densities held fixed, raising \(L_y\) from 1.5 to 6 nm lowers \(\mu_x\) from 987 to 699 cm\(^2\)/Vs, with little change beyond 4 nm, while \(\mu_y\) climbs from 987 to about 11,000 cm\(^2\)/Vs. This is the approach to the groove limit. The last value means that roughness has ceased to limit transport along \(y\), not that a device would reach it.

Several neglected effects matter more than the error of the closed formula. First, the dielectric boundary moves with the wall. Matching potential and normal flux at the displaced boundary adds a potential energy \((4\pi r/\varepsilon_s)(N_d+n)\,h\,e^{-qz}\) in the semiconductor. The electron cloud moves too; its direct self-interaction is unchanged, but its image term changes by \(-(2\pi rn/\varepsilon_s)\,h\,b^6/(b+q)^6\). With both added to \(F\), the mobilities fall by 36 %, to 469 and 1225 cm\(^2\)/Vs, and the ratio stays at 2.61. The carrier's own image in the corrugated boundary is a further term, left out of these numbers. It vanishes as \(q\to0\) but lowers the coupling by about 3 % of \(F\) at \(q=k\) and 8 % at \(q=2k\); including it raises the two mobilities by about 15 %, to roughly 540 and 1410 cm\(^2\)/Vs, with the ratio again 2.6. Second, an exponential correlation \(\Delta^2\exp[-(x^2/L_x^2+y^2/L_y^2)^{1/2}]\), whose spectrum is \(2\pi\Delta^2L_xL_y(1+q_x^2L_x^2+q_y^2L_y^2)^{-3/2}\), gives 1205 and 2748 cm\(^2\)/Vs for the same lengths. The absolute mobility thus depends strongly on a correlation shape that two lengths do not fix.

Third, phonons dilute the anisotropy. Thermal strain acts as a short-range random potential and gives the isotropic rate \(\gamma=m\Xi^2k_BT/(\rho_mc^2)\times3b/16\), where \(3b/16=\int\rho^2dz\). It relaxes each harmonic equally and adds \(\gamma/2\) to the diagonal of \(C\). With a rough deformation potential \(\Xi=12\) eV, mass density \(\rho_m=2330\) kg/m\(^3\) and sound speed \(c=9000\) m/s, acoustic phonons alone give 1690 cm\(^2\)/Vs. Together with roughness the result is 500 and 848 cm\(^2\)/Vs, a ratio of 1.7.

Real silicon inversion layers at such fields and room temperature have electron mobilities of roughly a few hundred cm\(^2\)/Vs. The roughness height and lengths used here are of a plausible order, but a twofold difference of correlation lengths is far from typical of an ordinary flat (100) interface; it is chosen to make the effect visible and does not describe a particular surface. A regular train of steps, for instance, has a spectrum peaked at the step period, which the Gaussian form lacks. Such a device plainly breaks the assumption that roughness acts alone: acoustic phonons by themselves take \(\mu_y\) from 1906 to 848 cm\(^2\)/Vs, and intervalley phonons and charged centres, left out here, would add further scattering. A triangular-well estimate puts 11 % of the electrons outside the lowest subband. This is a low estimate, because the field weakens away from the interface and the higher levels lie closer than in a uniform field; a self-consistent Hartree well with a depletion width near 50 nm gives about 23 %, with the next subband edges near 0.10 eV. The population also understates the effect on transport. Since \(\tau\) rises steeply with energy, states more than 0.12 eV above the edge hold 3 % of the electrons of the lowest subband but supply a fifth of \(\mu_x\) and a third of \(\mu_y\). Higher subbands open further scattering channels at those energies. The states below 0.12 eV alone give a ratio of 2.25, so the one-subband value 2.6 leans on a range where the model is weakest. Nonparabolicity raises the mass by about 4 % at the mean energy through the in-plane motion alone, and the kinetic energy of confinement raises it further. The oxide field, 4.9 MV/cm, is high but below the rough 10 MV/cm at which good oxide breaks down.

The perturbative basis also deserves caution. The level broadening, 0.006 eV, is well below the thermal energy of 0.026 eV, but \(F\Delta=0.040\) eV is as large as the mean kinetic energy of 0.041 eV. The rms slope along \(x\), \(\sqrt2\,\Delta/L_x=0.38\), is not very small either. The Born approximation and the local wall shift are therefore marginal for these parameters, and the absolute mobilities are estimates. The ratio is steadier against changes in the isotropic coupling, but it too shifts with the correlation shape and with other scattering. The remaining values are in the numerical output.

## Computed values

```
in-plane mass: 0.19 electron masses
normal mass: 0.916 electron masses
valley degeneracy: 2
permittivity of silicon: 11.7
permittivity of oxide: 3.9
temperature: 300 K
electron density: 8e+12 cm^-2
depletion density: 2.5e+12 cm^-2
rms roughness: 0.4 nm
Lx: 1.5 nm
Ly: 3 nm
mean normal field F: 1.005 MV/cm
F times rms roughness: 0.04021 eV
Fang-Howard b: 2.439 nm^-1
thermal energy: 0.02585 eV
chemical potential above subband: 0.04643 eV
k at that energy: 0.4812 nm^-1
A at that energy: 1.302
B at that energy: 0.7814
dielectric function at q = k: 2.854
tau x, y at that energy: 0.0689, 0.1246 ps
one-harmonic tau x, y: 0.0678, 0.1231 ps
shortcut tau x, y: 0.0759, 0.1137 ps
MOBILITY x, y: 729.2, 1906.1 cm2/Vs, y/x 2.6138
same in atomic units: 17141, 44803
one-harmonic mobility x, y: 719.6, 1876.7 cm2/Vs, y/x 2.6079
k-space grid check x, y: 729.2, 1906.1 cm2/Vs, y/x 2.6138
without screening x, y: 317.6, 748.1 cm2/Vs, y/x 2.3558
Ly = 1.5 nm, x, y: 986.5, 986.5 cm2/Vs, y/x 1.0000
Ly = 2.0 nm, x, y: 836.1, 1091.7 cm2/Vs, y/x 1.3057
Ly = 4.0 nm, x, y: 702.8, 3686.8 cm2/Vs, y/x 5.2460
Ly = 6.0 nm, x, y: 698.6, 10957.5 cm2/Vs, y/x 15.6844
long-length limit, Ly = 2 Lx: y/x 2.4247
same limit, one harmonic: y/x 2.8428
same limit, shortcut: y/x 0.4124
with moving dielectric and cloud x, y: 469.1, 1225.0 cm2/Vs, y/x 2.6112
exponential correlation x, y: 1205.1, 2748.3 cm2/Vs, y/x 2.2806
deformation potential, rough: 12 eV
mass density, rough: 2330 kg/m3
sound speed, rough: 9000 m/s
acoustic-phonon mobility alone: 1691 cm2/Vs
roughness plus acoustic phonons x, y: 499.6, 848.0 cm2/Vs, y/x 1.6974
second subband above first: 0.1311 eV
primed ladder above first: 0.1207 eV
electrons outside lowest subband: 11.1 %
mean kinetic energy: 0.04108 eV
nonparabolicity, rough: 0.5 eV^-1
mass rise at mean energy: 4.11 %
level broadening hbar/tau_out: 0.005697 eV
oxide field: 4.872 MV/cm
```
